# Square-Root Pressure Law for Noninteracting Hydrogen Atoms on Surface Sites

A semiconductor film can be grown by chemical vapour deposition under hydrogen gas. Hydrogen atoms saturate some of the dangling bonds of the surface, and a bond that holds hydrogen is not free to bind a precursor molecule. The balance between occupied and empty sites therefore matters for growth. Hydrogen arrives as molecules but sits on the surface as atoms, which raises the question of how this balance responds to the gas pressure.

## The model and the result

The surface has \(M\) equivalent sites. Each is empty or holds one H atom, and the state of one site does not affect the energy or the internal states of another. The surface is in equilibrium at temperature \(T\) with ideal H\(_2\) gas of partial pressure \(p\). The coverage \(\theta\) is the mean fraction of occupied sites. Both derivations below give

\[
\frac{\theta}{1-\theta}=\sqrt{\frac{p}{p_{1/2}}},\qquad
p_{1/2}=\frac{kT\,z_{\rm int}}{\Lambda^3}\left(\frac{q_0}{q_1}\right)^2 .
\tag{1}
\]

Here \(q_0\) and \(q_1\) are the partition functions of an empty and an occupied site, \(z_{\rm int}\) is the internal partition function of H\(_2\), and \(\Lambda\) is its thermal wavelength. At \(p=p_{1/2}\) the coverage is one half.

Energies are measured from the minimum of the H\(_2\) potential curve, half of it per H atom. On this scale an adsorbed atom has the electronic energy

\[
E_{\rm ads}=\frac{1}{N}\left[E_{\text{surface}+N\rm H}-E_{\text{surface}}-\frac N2E_{\rm H_2}\right],
\]

which an electronic-structure calculation can supply. It is negative for binding. Zero-point energies are left out of \(E_{\rm ads}\) and enter through the partition functions.

## The gas partition function

Both derivations need the partition function of one molecule of mass \(m\) in a box of volume \(V=L^3\). Along one edge the levels are \(h^2j^2/(8mL^2)\), with \(j=1,2,\ldots\) When \(L\) is much larger than \(\Lambda\), many levels lie within \(kT\) and the sum becomes an integral:

\[
\int_0^\infty e^{-h^2j^2/(8mL^2kT)}\,dj
=\frac12\sqrt{\frac{8\pi mL^2kT}{h^2}}=\frac{L}{\Lambda},
\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}} .
\]

Three directions give \(V/\Lambda^3\). With the internal states, one molecule has the partition function \(V\zeta\), where \(\zeta=z_{\rm int}/\Lambda^3\). For \(n\) identical molecules in a dilute gas,

\[
Z_{\rm gas}=\frac{(V\zeta)^n}{n!}.
\tag{2}
\]

The division by \(n!\) gives an accurate free energy per molecule and chemical potential when \(p\Lambda^3/(kT)\ll1\), so that two molecules rarely compete for one quantum state.

## First derivation: sites in contact with a reservoir

Let the surface exchange atoms with a reservoir at chemical potential \(\mu_{\rm H}\), and define \(\lambda=e^{\mu_{\rm H}/kT}\). There are \(\binom MN\) ways to choose which \(N\) sites are occupied. Exchanging two identical atoms gives no new configuration. Because the sites are independent, every choice has the same weight \(q_1^Nq_0^{M-N}\). The grand partition function is a binomial sum:

\[
\Xi=\sum_{N=0}^{M}\binom MN q_0^{M-N}(q_1\lambda)^N=(q_0+q_1\lambda)^M .
\]

Differentiating with respect to \(\lambda\) brings down a factor \(N\), so

\[
\theta=\frac{\langle N\rangle}{M}=\frac{\lambda}{M}\frac{\partial\ln\Xi}{\partial\lambda}
=\frac{q_1\lambda}{q_0+q_1\lambda},\qquad
1-\theta=\frac{q_0}{q_0+q_1\lambda}.
\]

The denominators cancel in the quotient:

\[
\frac{\theta}{1-\theta}=\frac{q_1}{q_0}\,\lambda .
\tag{3}
\]

No square root has appeared yet. It comes from the relation between \(\lambda\) and the pressure of a molecular gas. At fixed temperature, volume and surface area, a transfer of atoms changes the total free energy by

\[
dF=\mu_{\rm H}\,dN+\mu_{\rm H_2}\,dn .
\]

Conservation of atoms requires \(dN=-2\,dn\), hence \(dF=(\mu_{\rm H_2}-2\mu_{\rm H})\,dn\). At the minimum of \(F\) this vanishes for either sign of \(dn\), so \(\mu_{\rm H}=\mu_{\rm H_2}/2\).

For the gas, equation (2) and Stirling's formula \(\ln n!\simeq n\ln n-n\) give

\[
F_{\rm gas}=-kT\left[n\ln(V\zeta)-n\ln n+n\right],\qquad
\mu_{\rm H_2}=\frac{\partial F_{\rm gas}}{\partial n}=kT\ln\frac{n}{V\zeta}.
\]

The ideal-gas law gives \(n/V=p/(kT)\). Therefore

\[
\mu_{\rm H}=\frac{kT}{2}\ln\frac{p}{kT\zeta},\qquad
\lambda=\sqrt{\frac{p}{kT\zeta}} .
\tag{4}
\]

Inserting (4) in (3) and writing \(q_1/q_0\) as the square root of its square yields

\[
\frac{\theta}{1-\theta}=\sqrt{\frac{p}{kT\zeta\,(q_0/q_1)^2}},
\]

which is equation (1), since \(kT\zeta=kTz_{\rm int}/\Lambda^3\).

## Second derivation: a closed box

Now enclose the surface and the gas in a box with a fixed total number \(A\) of H atoms. No chemical potential is introduced. If \(N\) atoms are adsorbed, the gas holds \(n=(A-N)/2\) molecules, and the probability of this division is proportional to

\[
W(N)=\binom MN q_1^Nq_0^{M-N}\frac{(V\zeta)^n}{n!}.
\]

Let one molecule leave the gas and supply two adsorbed atoms. Then \(N\) becomes \(N+2\) and \(n\) becomes \(n-1\). The binomial coefficient changes by the factor \((M-N)(M-N-1)/[(N+2)(N+1)]\), the site factors by \((q_1/q_0)^2\), and the gas factor by \(n/(V\zeta)\). Multiplying out the denominators gives

\[
q_0^2V\zeta\,(N+2)(N+1)\,W(N+2)
=q_1^2\,(M-N)(M-N-1)\,n\,W(N).
\]

Sum this over all allowed \(N\). On the left, rename \(N+2\) as \(N\). The terms then missing at the lower end, \(N=0\) or \(N=1\), are zero because they contain \(N(N-1)\). At the upper end the right side vanishes, because either fewer than two sites are empty or no molecule remains. Division by \(\sum W\) gives

\[
q_0^2V\zeta\,\langle N(N-1)\rangle
=q_1^2\,\langle (M-N)(M-N-1)\,n\rangle .
\tag{5}
\]

This identity holds for any size of the model system. It balances pairs of occupied sites against pairs of empty sites together with one molecule.

To obtain the coverage, the averages of products must be replaced by products of averages. That requires small fluctuations. For large numbers, the step ratio found above gives

\[
\frac{d\ln W}{dN}\simeq\ln\frac{M-N}{N}+\ln\frac{q_1}{q_0}+\frac12\ln\frac{n}{V\zeta}.
\]

Since \(dn/dN=-1/2\), a second derivative gives the inverse variance of the Gaussian peak:

\[
\frac1{\sigma_N^2}\simeq\frac1N+\frac1{M-N}+\frac1{4n}.
\]

Each term on the right is smaller than the sum. Hence \(\sigma_N^2\) is below \(N\), below \(M-N\) and below \(4n\). The spread of \(n\) is \(\sigma_N/2\), which is below \(\sqrt n\). The relative fluctuations of all three numbers therefore vanish as the numbers grow, and (5) becomes

\[
q_0^2V\zeta\,M^2\theta^2=q_1^2\,M^2(1-\theta)^2\,\langle n\rangle .
\]

With \(\langle n\rangle/V=p/(kT)\),

\[
\left(\frac{\theta}{1-\theta}\right)^2=\left(\frac{q_1}{q_0}\right)^2\frac{p}{kT\zeta}.
\]

The positive root is equation (1).

The weights \(W(N)\) can also be summed numerically. For \(2\times10^5\) sites, a volume of \(2.0\times10^{-16}\) m³ and the 900 K parameters given below, \(6\times10^4\) atoms produce a mean pressure of 0.753 Pa and a site ratio of 0.2177. With \(6\times10^7\) atoms the values are 1858 Pa and 10.816. The site ratio has grown by a factor of 49.7, and \(\sqrt{1858/0.753}=49.7\).

## What each derivation assumes

Both derivations assume independent, equivalent sites, a dilute ideal gas, and equilibrium between the two. Neither assumes a mechanism. In particular, the pairs of sites in (5) are any two sites, not neighbours on which a molecule must land. Exchange with the gas must be fast compared with changes in the surface, and the atoms must be able to reach all arrangements on the sites. Suppose instead that molecules could land on and leave only fixed, separate pairs of sites, and that atoms could not hop. A surface that starts empty would then contain only empty and full pairs, with weights \(q_0^2\) and \((q_1\lambda)^2\), and the site ratio would be \(p/p_{1/2}\) without the square root. If a growing film receives hydrogen from its precursor faster than the surface can equilibrate with H\(_2\), the pressure no longer fixes \(\mu_{\rm H}\), and (1) need not hold.

The first derivation assumes a reservoir large enough to hold \(\mu_{\rm H}\) fixed. It also assumes that the reservoir exchanges atoms one at a time, as the rest of a large surface does for one of its sites when atoms can move. Given both, (3) is valid even for a single site. A large volume of H\(_2\) alone is not such a reservoir for a few isolated sites, because it changes \(N\) only in steps of two: for two sites that start empty the ratio is \(p/p_{1/2}\). The first derivation also separates the surface from the source of hydrogen: for a nonideal gas, (3) and \(\mu_{\rm H}=\mu_{\rm H_2}/2\) remain, while (4) must be replaced.

The second derivation needs no reservoir and no equality of chemical potentials, but it builds in the ideal gas from the start. It needs large numbers of adsorbed atoms and empty sites to pass from (5) to (1). The Gaussian estimate also took the number of molecules to be large, but this is not essential: once the relative fluctuations of \(N\) and \(M-N\) are small, \(n\) enters (5) only through its mean. This derivation shows the square root as the result of a balance between squared site numbers and one power of the gas density.

## Low and high coverage

Write \(r=\theta/(1-\theta)\), so that \(\theta=r/(1+r)\). For \(p\ll p_{1/2}\), \(\theta\simeq\sqrt{p/p_{1/2}}\). For \(p\gg p_{1/2}\), the empty fraction is \(1-\theta\simeq\sqrt{p_{1/2}/p}\). Between these limits,

\[
\frac{d\ln\theta}{d\ln p}
=\frac{d\ln r}{d\ln p}\left(1-\frac{r}{1+r}\right)=\frac{1-\theta}{2}.
\]

The ratio keeps the exponent \(1/2\) at all pressures within the model, whereas the coverage itself saturates.

## A worked example at 900 K

The molecule is treated with CCSD in the cc-pVTZ basis. For two electrons this is full configuration interaction within the basis. A polynomial through energies at seven bond lengths gives a bond length of 0.7426 Å and a harmonic wavenumber of 4409 cm⁻¹. No correction is made for basis incompleteness, anharmonicity or the coupling of rotation to vibration.

The surface is a model with chosen parameters: \(E_{\rm ads}=-1.00\) eV, one stretching mode at 2000 cm⁻¹ and two bending modes at 600 cm⁻¹. An empty site has one unpaired electron with two spin states, so \(q_0=2\). An occupied site has paired electrons. These choices define the model and do not describe a particular surface: on a real reconstructed surface, neighbouring dangling bonds may pair their spins, and a surface atom may bind more than one H atom.

A harmonic mode of frequency \(\nu\), with \(y=h\nu/(kT)\), contributes the geometric series

\[
f=\sum_{v=0}^{\infty}e^{-(v+1/2)y}=\frac{e^{-y/2}}{1-e^{-y}} .
\]

At 900 K, \(kT=0.07756\) eV. The stretch gives 0.2108 and each bend gives 1.0036. The proton of an adsorbed atom has two spin states, so

\[
q_1=2\times0.2108\times(1.0036)^2\times e^{1.00/0.07756}=1.69\times10^5,
\]

where the exponential is \(3.979\times10^5\).

In the molecule, even rotational levels \(J\) carry nuclear-spin weight 1 and odd levels weight 3. With the computed rotational temperature of 87.28 K, the weighted sum over levels is 21.30. The vibrational factor is 0.0295, and their product is \(z_{\rm int}=0.628\). Nuclear spin must be treated alike on both sides: at this temperature it contributes a factor 4 to \(z_{\rm int}\) and \(2^2\) to \(q_1^2\), which cancel in \(p_{1/2}\).

With \(\Lambda=40.99\) pm, \(kTz_{\rm int}/\Lambda^3=1.134\times10^{11}\) Pa, and

\[
p_{1/2}=1.134\times10^{11}\ {\rm Pa}\times
\left(\frac{2}{1.69\times10^5}\right)^2\simeq 15.9\ {\rm Pa}\quad(0.119\ {\rm torr}).
\]

The pressure dependence follows:

| \(p\) (Pa) | \(\mu_{\rm H}\) (eV) | \(\theta/(1-\theta)\) | \(\theta\) |
|---:|---:|---:|---:|
| 1 | −0.987 | 0.251 | 0.201 |
| 100 | −0.808 | 2.51 | 0.715 |
| 10000 | −0.630 | 25.1 | 0.962 |

Each hundredfold rise in pressure multiplies the ratio by ten. The logarithmic slope of \(\theta\) falls from 0.400 to 0.142 and then 0.019, as \((1-\theta)/2\) requires.

The half-coverage pressure is 0.69 Pa at 800 K and 193 Pa at 1000 K. The factor \(e^{2E_{\rm ads}/kT}\) in \(p_{1/2}\) dominates this change. Between 800 and 900 K that factor alone rises 25-fold; the remaining factors together fall slightly, so \(p_{1/2}\) rises 23-fold. The same factor makes the result sensitive to the adsorption energy: at 900 K an error of 0.1 eV per atom changes \(p_{1/2}\) by \(e^{0.2/0.07756}\simeq13\).

## When adsorbed atoms attract in pairs

Suppose the sites form separate pairs, and a doubly occupied pair has an extra energy \(-w\). Let \(x=q_1\lambda/q_0=\sqrt{p/p_{1/2}}\), with \(p_{1/2}\) still the value without pairing, and \(b=e^{w/kT}\). Relative to an empty pair, the two singly occupied states have total weight \(2x\), and the doubly occupied state has weight \(bx^2\). Hence

\[
\theta=\frac{x+bx^2}{1+2x+bx^2},\qquad
\frac{\theta}{1-\theta}=\frac{x(1+bx)}{1+x}.
\]

For \(b=1\) this returns \(x\). For \(b>1\) the ratio tends to \(x\) at low pressure and to \(bx\) at high pressure, so the exponent is \(1/2\) at both ends but with different prefactors. In between, using \(d\ln x/d\ln p=1/2\),

\[
\frac{d\ln[\theta/(1-\theta)]}{d\ln p}
=\frac12\left[1+\frac{bx}{1+bx}-\frac{x}{1+x}\right].
\]

Half coverage requires \(x+bx^2=1+x\), or \(x=b^{-1/2}\). The bracket becomes \(1+(\sqrt b-1)/(\sqrt b+1)=2\sqrt b/(1+\sqrt b)\), and the slope is \(\sqrt b/(1+\sqrt b)\).

For \(w=0.25\) eV at 900 K, \(b=25.1\). Half coverage moves to \(p_{1/2}/b=0.63\) Pa, where the slope is 0.834. For \(w=1.00\) eV the slope there is 0.998. Strong pairing makes singly occupied pairs rare near half coverage. The surface then takes up hydrogen two atoms at a time, and in this range the site ratio becomes nearly proportional to the pressure. Dissociation of the molecule alone therefore does not guarantee the square-root law over the whole pressure range. In the derivations above, the independence of the sites was also essential.
